# Two-Mask Layout Decomposition and the Odd-Cycle Criterion

## First half: the criterion and its proof

A layout can be divided between two exposures without a same-mask spacing conflict if and only if its conflict graph contains no odd cycle. If there is no odd cycle and the graph has $c$ connected components, there are $2^c$ legal divisions. If there is an odd cycle, there is none.

The layout is a finite set of separate features, numbered $1,\dots,n$. A feature is a closed region of the pattern, such as a contact hole or a line. Each feature goes whole onto one of two masks, A or B, and is printable by itself. The one rule to be satisfied is that two features on the same mask must be at least a distance $s$ apart, with the same $s$ for both masks. Features on different masks may be closer. These assumptions matter, and the consequences of dropping some of them are worked out further on.

Let $g_{ij}$ be the shortest edge-to-edge distance between features $i$ and $j$. The conflict graph has one vertex for each feature, and an edge joins $i$ and $j$ when

$$
g_{ij}<s .
$$

A gap equal to $s$ is therefore allowed. A cycle is a closed route along edges that visits at least three vertices and repeats none before returning to its start. Its length $L$ is its number of edges, which is also its number of vertices. An odd cycle is one with odd $L$.

For rectangles with sides parallel to the axes, the gap follows from their projections. Let $\Delta x$ be the distance between the two intervals that the rectangles cover on the $x$ axis, with $\Delta x=0$ if the intervals touch or overlap, and define $\Delta y$ likewise. For any point in one rectangle and any point in the other, the coordinate differences are at least $\Delta x$ and $\Delta y$ in magnitude. Inside a rectangle $x$ and $y$ can be chosen independently, so both minima can be reached by the same pair of points. Hence

$$
g=\sqrt{(\Delta x)^2+(\Delta y)^2}.
$$

The spacing rule has its origin in the limited resolution of the projection lens. Let $\lambda$ be the vacuum wavelength and $\mathrm{NA}$ the numerical aperture on the wafer side. For light from one point of the source, the lens passes field components whose transverse spatial frequency $f$, in cycles per unit length, satisfies $|f|\le \mathrm{NA}/\lambda$. The intensity is a product of the field and its complex conjugate, so it contains differences $f-f'$ of two passed frequencies. Their magnitude is at most

$$
|f-f'|\le |f|+|f'|\le \frac{2\,\mathrm{NA}}{\lambda}.
$$

Adding the intensities from all source points does not extend this range. A grating image of period $p$ contains the frequencies $0,\pm1/p,\pm2/p,\dots$, so it can have contrast at that period only if $1/p\le 2\,\mathrm{NA}/\lambda$, that is,

$$
p\ge\frac{\lambda}{2\,\mathrm{NA}} .
$$

If alternate lines go onto different masks, each mask carries a grating of period $2p$. Each exposure may then be resolvable although the complete grating is not.

For $p<\lambda/(2\,\mathrm{NA})$, two equal exposures shifted by $p$ cannot produce the complete grating if the resist merely adds their doses. Let $I(x)$ be the dose from the first mask, with $I(x+2p)=I(x)$, and let the second exposure give the same dose shifted by $p$. The total is $D(x)=I(x)+I(x+p)$, and

$$
D(x+p)=I(x+p)+I(x+2p)=I(x+p)+I(x)=D(x).
$$

The total thus has period $p$, while its frequencies are still limited to $2\,\mathrm{NA}/\lambda$. If $p<\lambda/(2\,\mathrm{NA})$, every frequency except zero is excluded, and the total dose is uniform. One remedy is to fix the first pattern before the second exposure, for instance by etching it into an underlying layer. Another is a material that responds nonlinearly to each exposure separately. The present problem assumes that such a process exists. The distance $s$ is then a rule of that process. It is not obtained from the grating limit alone, because the printing of a pair of contacts also depends on their shape, the illumination and the resist.

With the rule given, the remaining question is one of signs. Assign to each feature

$$
\sigma_i=
\begin{cases}
+1, & \text{feature } i \text{ on mask A},\\
-1, & \text{feature } i \text{ on mask B}.
\end{cases}
$$

The product $\sigma_i\sigma_j$ is $+1$ if the two features share a mask and $-1$ if they do not. An assignment is legal when

$$
\sigma_i\sigma_j=-1\quad\text{for every edge } ij .
$$

Pairs that are not joined by an edge have $g_{ij}\ge s$ and impose no condition.

Suppose first that a legal assignment exists, and take any cycle with vertices $v_1,v_2,\dots,v_L$ in order. Multiply the products of signs over its edges:

$$
P=(\sigma_{v_1}\sigma_{v_2})(\sigma_{v_2}\sigma_{v_3})\cdots(\sigma_{v_L}\sigma_{v_1}).
$$

Each vertex of the cycle belongs to two of its edges, so each sign occurs twice. Since $\sigma_v^2=1$, we have $P=1$. Legality makes each of the $L$ brackets equal to $-1$, so $P=(-1)^L$. Therefore

$$
(-1)^L=1,
$$

and $L$ is even. A layout with a legal assignment has no odd cycle, which proves one direction.

The same product says more about an illegal assignment. Call an edge violated if its two features share a mask, and let $k$ be the number of violated edges on a cycle. The brackets in $P$ are $+1$ on the $k$ violated edges and $-1$ on the other $L-k$. Thus $1=(-1)^{L-k}$, so $L-k$ is even. The number of violations on a cycle has the same parity as its length. In particular, every assignment violates at least one edge of every odd cycle. Interchanging masks around the cycle can move the violation but cannot remove it. This is the same frustration that prevents the spins on an odd ring from all being opposite to their neighbours.

For the other direction, suppose that the graph has no odd cycle. We construct a legal assignment. The graph separates into connected components, which are groups of features linked by routes along edges. No edge joins different components, so each can be treated alone. In each component choose a feature as the root $r$, and let $d(v)$ be the smallest number of edges on a route from $r$ to $v$. This is a count of conflicts, not a length in the layout. Set

$$
\sigma_v=(-1)^{d(v)} .
$$

The root has $d(r)=0$ and goes onto mask A. Features at odd $d$ go onto mask B, and those at even $d$ onto mask A.

We must check every edge, including those that the shortest routes do not use. Let $uw$ be an edge. A shortest route from $r$ to $u$, followed by the edge $uw$, reaches $w$ in $d(u)+1$ steps. The shortest route to $w$ cannot be longer, so $d(w)\le d(u)+1$. Exchanging $u$ and $w$ gives $d(u)\le d(w)+1$. Together,

$$
|d(u)-d(w)|\le 1 .
$$

If the distances differ by one, their parities differ and the edge is satisfied. The construction can fail only on an edge whose ends have equal distances.

Assume that there is such an edge, with $d(u)=d(w)$. Take a shortest route from $r$ to $u$ and another from $r$ to $w$. They share at least the root. If a vertex $x$ lies on both, it is reached after $d(x)$ steps on each, because a shorter way to $x$ would shorten the complete route. The shared vertices therefore occur in the same order on both routes, and there is a definite last one, $z$. Beyond $z$ the two routes have no common vertex.

The parts of the routes from $z$ to $u$ and from $z$ to $w$ have the lengths $d(u)-d(z)$ and $d(w)-d(z)$. These are equal, and we call their value $m$. If $m$ were zero, both $u$ and $w$ would coincide with $z$, which is impossible because an edge joins two different features. So $m\ge1$. The two parts, closed by the edge $uw$, form a cycle without repeated vertices. Its length is

$$
L=m+m+1=2m+1,
$$

which is odd and at least three. This contradicts the assumption that there is no odd cycle. No edge with equal distances exists, every edge is satisfied, and the assignment is legal. The equivalence is proved.

The proof also gives the number of solutions. Along an edge, legality fixes one sign once the other is known: $\sigma_w=-\sigma_u$. Repeating this along a route of $\ell$ edges from the root to $v$ gives

$$
\sigma_v=(-1)^\ell\sigma_r .
$$

The choice of mask for the root thus determines the whole component. Both choices are legal, since reversing all signs in a component leaves every product $\sigma_i\sigma_j$ on its edges unchanged. With two independent choices for each of $c$ components, the number of legal assignments is

$$
N=2^c .
$$

An isolated feature counts as a component. If $s$ is so small that there are no edges, $c=n$ and all $2^n$ assignments are legal. If $s$ exceeds every gap and $n\ge3$, any three features form a cycle of length three, and $N=0$.

The relation along a route also shows what happens if some features have been given masks in advance. Two such features $u$ and $v$ in one component, joined by a route of $\ell$ edges, must satisfy $\sigma_u\sigma_v=(-1)^\ell$. If the prescribed masks disagree with this, there is no legal assignment even though the graph may have no odd cycle. The theorem in its simple form applies to features that are free to take either mask.

## Second half: regular arrays, a worked layout and stitching

The symbols carried over are the edge-to-edge gap $g_{ij}$, the minimum same-mask spacing $s$, and the mask sign $\sigma_i=\pm1$. An edge joins features with $g_{ij}<s$ and requires $\sigma_i\sigma_j=-1$. The number $d(v)$ is the fewest edges from a chosen root to feature $v$. If there is no odd cycle, $\sigma_v=(-1)^{d(v)}$ is legal, and $c$ components give $2^c$ legal assignments. An edge between equal values of $d$ reveals an odd cycle. On any cycle, the number of violated edges has the same parity as the cycle's length.

Regular arrays show how much a second mask can gain. Consider at least three long parallel lines of width $w$, separated by gaps $g<s$. Neighbouring lines conflict and must alternate between the masks. Two successive lines on one mask are separated by two gaps and the line between them, so the assignment is legal when

$$
2g+w\ge s .
$$

If $2g+w<s$, three successive lines all conflict with one another and form an odd cycle. The smallest permitted gap is therefore $(s-w)/2$ when $w<s$, less than half the single-mask value $s$.

For a square array of square contacts, with side $w$ and gap $g$ between nearest neighbours, the natural division is a checkerboard. The closest contacts on one mask are then diagonal neighbours, for which $\Delta x=\Delta y=g$. Their gap is $\sqrt2\,g$. Contacts two places apart along a row have the larger gap $2g+w$. The checkerboard is legal if

$$
\sqrt2\,g\ge s .
$$

If $\sqrt2\,g<s$, three contacts of any two-by-two block conflict with one another. The smallest permitted gap falls from $s$ to $s/\sqrt2$, a smaller gain than for lines. This value relies on sharp corners, whereas small contacts print rounded. For round contacts of diameter $w$ on the same square array, the diagonal gap is $\sqrt2\,(g+w)-w$, and the smallest permitted gap is $(s+w)/\sqrt2-w$. For $s=64$ nm and $w=40$ nm this is 33.5 nm instead of 45.3 nm, still larger than the 12 nm permitted for lines of that width. In a triangular array of round contacts, three nearest neighbours have equal gaps. As soon as these are below $s$, the three form an odd cycle. Two masks then permit no smaller nearest-neighbour gap than one. The benefit of double exposure depends on the arrangement of the features as well as on their density.

An irregular layout needs the graph itself. The worked example has six square contacts of side 40 nm and a minimum same-mask spacing $s=64$ nm. These are round model parameters. The centres, in nanometres, are

$$
\begin{aligned}
&1:(0,0), && 2:(100,0), && 3:(130,95),\\
&4:(50,150), && 5:(-30,95), && 6:(50,250).
\end{aligned}
$$

For equal squares, $\Delta x$ is the difference of the centre coordinates in $x$ minus 40 nm, or zero if that is negative. The same holds for $\Delta y$. Contacts 1 and 2 have $\Delta x=100-40=60$ nm and $\Delta y=0$, so their gap is 60 nm. Contacts 2 and 3 differ by 30 nm in $x$, which gives $\Delta x=0$, and by 95 nm in $y$, which gives $\Delta y=55$ nm. Contacts 3 and 4 differ by 80 nm and 55 nm, so

$$
g_{34}=\sqrt{(80-40)^2+(55-40)^2}\ \text{nm}
=\sqrt{40^2+15^2}\ \text{nm}=42.7\ \text{nm}.
$$

By the mirror symmetry of the ring, $g_{45}=g_{34}$ and $g_{15}=g_{23}$. Finally, contacts 4 and 6 lie one above the other, with a gap of $100-40=60$ nm. The conflict graph has these six edges:

$$
1\text{–}2,\quad 2\text{–}3,\quad 3\text{–}4,\quad 4\text{–}5,\quad 1\text{–}5,\quad 4\text{–}6 .
$$

The other nine pairs are much farther apart. The closest of them have a gap of about 105 nm, as for contacts 1 and 3, where $\Delta x=90$ nm and $\Delta y=55$ nm.

The graph contains no triangle, so a search for three mutually conflicting contacts finds nothing wrong. Now take contact 1 as the root. Contacts 2 and 5 are one edge away, 3 and 4 are two edges away, and 6 is three edges away:

$$
(d_1,d_2,d_3,d_4,d_5,d_6)=(0,1,2,2,1,3).
$$

The edge 3–4 joins equal distances. The shortest routes to its ends are 1–2–3 and 1–5–4, whose last common vertex is contact 1. Here $m=2$, and the cycle 3–2–1–5–4 has length $2m+1=5$. The layout cannot be divided. Enumeration confirms that none of the $2^6=64$ assignments is legal.

The parity rule requires at least one violation on the five-cycle. The assignment from the parity of $d$ reaches this minimum: contacts 3 and 4 share a mask, and the other five edges are satisfied. One violation is thus the best possible result, as the enumeration also finds.

The edge at which the construction fails need not be the best one to repair. It depends on the chosen root, while the obstruction belongs to the whole cycle. Opening any one edge of the ring removes this cycle, provided that the change creates no new conflict. Opening 4–6 would not help, because that edge is not on the cycle. Among the ring edges, 1–2 has the largest gap, 60 nm, and lacks just 4 nm. It is the cheapest to open if cost is measured by the missing spacing.

Move contact 2 by 10 nm in the positive $x$ direction, to $(110,0)$ nm. The gap to contact 1 becomes

$$
g_{12}=(110-40)\ \text{nm}=70\ \text{nm}>64\ \text{nm},
$$

and this edge disappears. The projections of contacts 2 and 3 on the $x$ axis still overlap, so their gap stays at 55 nm and their conflict remains. No new conflict appears. The five remaining edges form the chain 1–5–4–3–2 with contact 6 attached to contact 4. From contact 1 the distances are now

$$
(d_1,d_2,d_3,d_4,d_5,d_6)=(0,4,3,2,1,3).
$$

Mask A receives the contacts with even distance, 1, 2 and 4. Mask B receives 3, 5 and 6. The smallest gap is 70 nm on mask A and 120 nm on mask B, both above the required 64 nm. The graph has one component, so there are $2^1=2$ legal assignments, and the second is obtained by exchanging the masks. Whether the moved contact still meets the layers above and below is a separate design question.

The effect of the move can also be expressed by the largest spacing rule that a layout can satisfy. Raising $s$ can add edges but never removes one, so an odd cycle, once present, stays. There is therefore a largest value $s_*$ for which a legal division exists. It is the greatest smallest same-mask gap that any assignment achieves:

$$
s_*=\max_{\sigma}\ \min_{\substack{i<j\\ \sigma_i=\sigma_j}} g_{ij}.
$$

For $n\ge3$ the inner minimum exists, since at least two features must share a mask. In the original layout, a rule of $s=60$ nm leaves the pair 1–2 without a conflict, because equality is allowed, and the ring is open. Any larger $s$ closes it. Hence $s_*=60$ nm. After the move the ring closes when $s$ exceeds 70 nm, so $s_*=70$ nm. The move has raised the tolerable spacing by the full 10 nm, and the margin over the required 64 nm is 6 nm.

This margin does not describe the alignment of the two exposures. Features on one mask move together, so a rigid displacement of one exposed pattern leaves their mutual gaps unchanged. Gaps between features on different masks can change. If the second pattern is displaced by a vector $\boldsymbol\delta$, the triangle inequality applied to pairs of points gives

$$
g-|\boldsymbol\delta|\le g'\le g+|\boldsymbol\delta|
$$

for the new gap $g'$. The small gap of 42.7 nm between contacts 3 and 4 is legal on different masks, but it is exposed to this overlay error. A rule for the final pattern would have to be checked separately.

Instead of moving a feature, one can sometimes divide it. This drops the assumption that each feature goes whole onto one mask. Consider a long line 1, covering $0\le x\le300$ nm and $0\le y\le40$ nm. Above it lie two shorter lines, both covering $100\le y\le140$ nm. Line 2 extends from $x=0$ to 120 nm, and line 3 from 180 to 300 nm. The vertical gaps 1–2 and 1–3 are $100-40=60$ nm, and the horizontal gap 2–3 is $180-120=60$ nm. With $s=64$ nm all three pairs conflict. They form a cycle of length three, and no legal assignment of whole lines exists.

Now split line 1 into a left piece, from 0 to 155 nm, and a right piece, from 145 to 300 nm. The pieces overlap by 10 nm. They belong to the same intended line, so the spacing rule between them is waived, and they may go onto either the same mask or different masks. The left piece remains 60 nm from line 2. Its gap to line 3 is now diagonal:

$$
g=\sqrt{(180-155)^2+(100-40)^2}\ \text{nm}
=\sqrt{25^2+60^2}\ \text{nm}=65\ \text{nm}.
$$

This is just above 64 nm, so the conflict has gone. By symmetry the right piece conflicts with line 3 but not with line 2. The new graph is the open chain

$$
\text{1-left}\;\text{–}\;2\;\text{–}\;3\;\text{–}\;\text{1-right}.
$$

It has no cycle. The left piece and line 3 go onto mask A, and the right piece and line 2 go onto mask B. The exchanged assignment is the second of the two legal ones. Splitting has not overturned the theorem; it has replaced the graph to which the theorem applies.

The overlap cannot be made arbitrarily large. For a cut centred between lines 2 and 3, an overlap $o$ leaves a horizontal separation of $30\ \text{nm}-o/2$ between the left piece and line 3. The rule then requires

$$
\left(30\ \text{nm}-\frac{o}{2}\right)^2+(60\ \text{nm})^2\ge(64\ \text{nm})^2 .
$$

Since $64^2-60^2=496$, the horizontal separation must be at least $\sqrt{496}$ nm, or 22.3 nm, which limits $o$ to about 15 nm. On the other side, an overlay error that pulls the pieces apart along the line consumes the overlap. In this geometric description the chosen 10 nm stitch stays joined for a pull of less than 10 nm. Rounding and shortening of the printed line ends would reduce that tolerance. A stitch also fails to help if one piece still conflicts with both neighbours on the three-cycle, because that piece then takes the place of the whole line in the same triangle.

Other changes of the rules alter the theorem itself. If mask A permits a smaller spacing than mask B, three features may all be too close for B and yet be legal together on A. A triangle drawn with the stricter rule then does not by itself rule out a legal assignment. If a third mask is available, the three features of a triangle can each take a different mask, so an odd cycle is no longer an obstruction by itself. Four mutually conflicting features still cannot be placed on three masks. Finally, a rule that involves three features at once, or the pattern density of a region, cannot in general be represented by edges between pairs.

Within its assumptions, the criterion was tested by enumeration. There are 15 possible edges among six labelled vertices and hence $2^{15}=32768$ graphs. Each was examined for odd cycles from an explicit list, and separately for legal assignments. The 5177 graphs without an odd cycle all had $2^c$ legal assignments, and the other 27591 had none. In a further test, 400 random layouts of ten rectangles were divided by the distance construction. It succeeded for 353 and returned an odd cycle for 47, in agreement with the enumeration of all assignments in every case. These proportions describe the chosen random layouts and are not a forecast for real circuits. The numerical output follows the text.

The construction is also economical. Once the edges are known, finding the distances requires each feature to be visited once and each edge to be inspected from both ends, followed by one parity check per edge. For $E$ edges the work grows in proportion to $n+E$, whereas there are $2^n$ assignments to try, or half as many if the mask of one feature is fixed by symmetry. The result of the search is useful in either case: it is a pair of masks or a specific odd cycle, at least one of whose conflicts must be removed.

## Numbers as computed

```
Graphs on six labelled vertices: 32768
  without odd cycle (all assignable): 5177
  with odd cycle (none assignable): 27591
Random layouts of 10 rectangles: 400
  assignable: 353  blocked by an odd cycle: 47
Minimum same-mask spacing s: 64 nm; contact side: 40 nm
Contact 1: centre (0, 0) nm, d before move = 0
Contact 2: centre (100, 0) nm, d before move = 1
Contact 3: centre (130, 95) nm, d before move = 2
Contact 4: centre (50, 150) nm, d before move = 2
Contact 5: centre (-30, 95) nm, d before move = 1
Contact 6: centre (50, 250) nm, d before move = 3
Conflict 1-2: gap 60.0 nm
Conflict 1-5: gap 55.0 nm
Conflict 2-3: gap 55.0 nm
Conflict 3-4: gap 42.7 nm
Conflict 4-5: gap 42.7 nm
Conflict 4-6: gap 60.0 nm
Triangles in the conflict graph: 0
Odd cycle found: 3-2-1-5-4  length: 5
Assignments tried: 64  legal: 0
Fewest violated spacings before move: 1
Contact 2 moved in +x by 10 nm; new centre: (110, 0) nm
Gap 1-2 after move: 70.0 nm
Conflicts after move: 1-5, 2-3, 3-4, 4-5, 4-6
d after move, contacts 1 to 6: [0, 4, 3, 2, 1, 3]
Mask A: contacts [1, 2, 4], smallest gap 70.0 nm
Mask B: contacts [3, 5, 6], smallest gap 120.0 nm
Components after move: 1  legal assignments: 2
Stitch layout, line 1: x 0 to 300 nm, y 0 to 40 nm
Stitch layout, line 2: x 0 to 120 nm, y 100 to 140 nm
Stitch layout, line 3: x 180 to 300 nm, y 100 to 140 nm
Whole-line conflict 1-2: gap 60.0 nm
Whole-line conflict 1-3: gap 60.0 nm
Whole-line conflict 2-3: gap 60.0 nm
Legal assignments with whole lines: 0
Line 1 pieces: x 0 to 155 nm and 145 to 300 nm; overlap 10 nm
Gap 1-left to 3: 65.0 nm; 1-right to 2: 65.0 nm
Conflicts after split: 1-left with 2, 1-right with 3, 2 with 3
Stitched mask A: 1-left, 3
Stitched mask B: 1-right, 2
Legal assignments after split: 2
```
